Harrison's construction: counting Fermi spheres to fill the bands of trivalent fcc

A crystal with three conduction electrons per atom has too many electrons for one band. With one atom per primitive cell, a band has room for two electrons per atom, one for each spin. The third must go into higher bands. Which wave vectors are occupied in each band decides which pieces of Fermi surface exist and whether they enclose electrons or holes.

For free electrons the occupied states form a single sphere in momentum space. The task is to turn that sphere into occupied volumes for separate bands. The setting here is an fcc lattice with cubic edge a, zero temperature, spin degeneracy two and no lattice potential. Wave vectors are measured in 2π/a, energies in

E0 = ħ²(2π/a)²/(2m),

so that a plane wave of wave vector p has energy |p|².

**The naive scheme and the lost electron**

The obvious program lays a grid over the first Brillouin zone and marks k as occupied if |k| < kF. For three electrons per atom this gives a wrong answer. The sphere will turn out to reach beyond every corner of the first zone, so every grid point is marked. The result is one full band, two electrons, and no trace of the third.

The fault is that a point k of the zone labels more than one state. In a periodic crystal, k and k − G carry the same Bloch label for every reciprocal lattice vector G. The free-electron states with label k are therefore all the plane waves of wave vector k − G, with energies

E_G(k) = |k − G|².

Sorting these energies in increasing order defines band 1, band 2 and so on. The naive test looks at G = 0 alone, which within the first zone is the lowest level.

The repair is to test every level. The condition |k − G|² < kF² says that k lies inside a sphere of radius kF centred on G. Let n(k) be the number of such spheres containing k. Then exactly n(k) levels lie below the Fermi energy. Since the levels below any given energy are the lowest ones, they are bands 1 to n(k). This is Harrison's construction: a point inside n translated spheres is occupied in bands one to n. Points on a sphere surface have zero total volume and do not matter.

The same result can be seen with one sphere. Take p inside the central sphere. Its rank among the levels with the same label is one plus the number of vectors G with |p − G| < |p|. Squaring and cancelling |p|² turns this condition into

p·G > |G|²/2,

which says that p has crossed the Bragg plane belonging to G. The part of the sphere beyond exactly m − 1 Bragg planes therefore supplies band m. One could cut the sphere along these planes and move the pieces back into the first zone, but counting spheres gives the same volumes without handling any pieces.

**How large the spheres are**

The primitive cell of fcc has volume a³/4, so the reciprocal cell has volume Ω = 4 in units of (2π/a)³. Let f_m be the fraction of the reciprocal cell where n(k) ≥ m. Band m then holds 2f_m electrons per atom.

At each k, the number of values m ≥ 1 with n(k) ≥ m is n(k) itself. Hence

Ω Σ_m f_m = ∫_cell n(k) d³k = Σ_G ∫_cell θ(kF − |k − G|) d³k,

where θ is one for a positive argument and zero otherwise. Substitute p = k − G in each term. The shifted cells tile all of space, so the sum is the volume of one whole sphere:

Ω Σ_m f_m = 4πkF³/3.

For Z electrons per atom, 2Σ_m f_m = Z. Therefore

kF³ = 3ZΩ/(8π).

With Z = 3 and Ω = 4 this gives kF = 1.12725, and the fractions must add up to 3/2.

**Which spheres must be searched**

The next design question is how many vectors G to include. Too few lose electrons; too many waste time. The choice of cell settles it.

The reciprocal lattice is bcc. Its points have integer coordinates that are all even or all odd, and it is generated by

b1 = (−1, 1, 1), b2 = (1, −1, 1), b3 = (1, 1, −1).

The direct vectors, in units of a, are a1 = (0, 1/2, 1/2), a2 = (1/2, 0, 1/2) and a3 = (1/2, 1/2, 0). In these units a_i·b_j is one for i = j and zero otherwise.

Since n(k) is periodic, any primitive cell will do. Instead of the many-faced first zone, use the parallelepiped

k = t1 b1 + t2 b2 + t3 b3, with 0 ≤ t_i < 1.

Write G = m1 b1 + m2 b2 + m3 b3 with integers m_i. Taking the scalar product of k − G with a_i gives t_i − m_i. Because |a_i| = 1/√2, a sphere containing k must satisfy

|t_i − m_i| ≤ |k − G|/√2 < kF/√2 = 0.797 < 1.

Thus m_i > t_i − 1 ≥ −1 and m_i < t_i + 1 < 2, so each m_i is 0 or 1. The eight corners of the cell suffice. This argument requires kF < √2; a larger sphere needs a larger list.

For the distance, put u_i = t_i − m_i. Since b_i·b_i = 3 and b_i·b_j = −1 for i ≠ j,

|k − G|² = 3(u1² + u2² + u3²) − 2(u1u2 + u1u3 + u2u3).

The algorithm is now short:

1. Choose N and place midpoints t_i = (j_i + 1/2)/N, with j_i = 0, …, N − 1.
2. At each of the N³ points, count the corners with |k − G|² < kF².
3. For each m, divide the number of points with count at least m by N³. This estimates f_m.

As an example, take the point W = (1, 1/2, 0). Its coordinates t_i = a_i·W are (1/4, 1/2, 3/4). For the corner m = (0, 0, 1), u = (1/4, 1/2, −1/4), and

|W − G|² = 3(1/16 + 1/4 + 1/16) − 2(1/8 − 1/16 − 1/8) = 9/8 + 1/8 = 5/4.

The corners (0, 0, 0), (0, 1, 1) and (1, 1, 1) give 5/4 as well. Since 5/4 is below kF² = 1.27070, W lies in four spheres.

**Why bands two to four hold one electron**

The sum rule fixes the total but says nothing about where the electrons go. Two further facts are needed: band 1 is full, and band 5 is empty.

Band 1 is full if every k lies in at least one sphere. The nearest lattice point to k is the one most likely to cover it, so the question is how far a point of the first zone can be from the origin. By cubic symmetry take kx ≥ ky ≥ kz ≥ 0. The Bragg planes of (2, 0, 0) and (1, 1, 1) require

kx ≤ 1 and kx + ky + kz ≤ 3/2.

If kx ≤ 3/4, no component exceeds kx, so |k|² ≤ kx(kx + ky + kz) ≤ (3/4)(3/2) = 9/8. If kx ≥ 3/4, then ky² + kz² ≤ (ky + kz)² ≤ (3/2 − kx)², and

|k|² ≤ kx² + (3/2 − kx)².

The right side is convex in kx, so its maximum on the interval from 3/4 to 1 is at an end. The ends give 9/8 and 5/4. The larger value is attained at W, a corner of the zone. The greatest distance is thus √5/2 = 1.118, less than kF = 1.127. The spheres cover all of space, and f1 = 1.

The margin is under one per cent of kF. Setting kF = √5/2 in the formula for kF³ gives the valence at which the first band just fills:

Zc = (8π/(3Ω))(5/4)^(3/2) = 2.927.

To show that band 5 is empty, suppose several spheres share a point. Any two of their centres are less than 2kF = 2.2545 apart. Two centres of the same parity differ by a vector with even components, whose possible lengths start 2, 2√2, …. They must therefore be 2 apart, along a cubic axis. Three such centres cannot be mutually 2 apart: from the first, the other two would lie at steps of length 2 along different axes, and so 2√2 from each other, or in opposite directions, and so 4 from each other. Each parity class supplies at most two centres. Hence n(k) ≤ 4 and f5 = 0.

With f1 = 1, the sum rule becomes

f2 + f3 + f4 = 3/2 − 1 = 1/2.

Multiplication by two for spin gives one electron per atom in bands two to four.

A divalent crystal on the same lattice shows what the condition does. Its Fermi radius is 0.985, which does not reach W. On an 80³ grid band 1 holds 1.833 electrons and the higher bands 0.167. The construction still works, but the higher bands no longer hold the simple remainder Z − 2, which here would be zero. Electrons enter band 2 while states near the corners of band 1 remain empty.

**A correct total can hide wrong bands**

It is tempting to accept a grid once bands two to four add up to one electron. That check is weaker than it looks. Adding the counts over bands gives the number of grid points in all the spheres, whatever their assignment to bands. It measures how well the grid reproduces the volume of a sphere.

The numbers show the difference. At N = 40 the total is 1.000125 electrons, an error of about 0.01 per cent. Yet f3 is 0.027844, about 3 per cent below the value 0.028732 obtained below. Moving occupied volume between bands 2 and 3 would leave the total untouched.

A second sum rule sees the distribution. A point in n spheres belongs to n(n − 1)/2 pairs of spheres, and

n(n − 1)/2 = 1 + 2 + … + (n − 1) = Σ_{m=2}^{n} (m − 1).

Integration over the cell gives

Ω(f2 + 2f3 + 3f4) = total pair overlap per cell.

For a fixed separation D between centres, the translated pairs together contribute one complete lens per cell, by the same tiling argument as before. Since D and −D describe the same pairs, the total is half the sum over D. There are eight vectors of length √3 and six of length 2; the next length, 2√2, exceeds 2kF. Hence

f2 + 2f3 + 3f4 = [4L(√3) + 3L(2)]/Ω,

where L(d) is the overlap volume of two spheres with centres d apart. It consists of two equal caps:

L(d) = 2π ∫_{d/2}^{kF} (kF² − x²) dx
= 2π[kF²(kF − d/2) − (kF³ − d³/8)/3]
= (π/12)(16kF³ − 12kF²d + d³)
= (π/12)(4kF + d)(2kF − d)².

Multiplying out the last line returns the line before it. The two volumes are L(√3) = 0.445985 and L(2) = 0.110375, so

f2 + 2f3 + 3f4 = (1.783940 + 0.331125)/4 = 0.528766.

Subtracting f2 + f3 + f4 = 1/2 leaves

f3 + 2f4 = 0.028766.

One more volume, that of band 4, determines all the rest.

**The pocket a coarse grid misses**

The grid does badly here. It gives f4 = 0 at N = 20 and N = 40, then 2.34×10⁻⁵ at N = 80 and 1.17×10⁻⁵ at N = 160. The last two values correspond to only 12 and 48 grid points. The remedy is to find where four spheres overlap and integrate there.

Four overlapping spheres need two centres from each parity class. Take the even pair (0, 0, 0) and (2, 0, 0). An odd centre must be √3 from both, because the next distance between the classes, √11, is too large. This leaves (1, ±1, ±1), from which four pairs with separation 2 can be formed. Each even point has six even neighbours at distance 2, hence three pairs per even point, and 3 × 4 = 12 sets of four. Even points are half of all lattice points, so there are six sets per reciprocal cell. One set has the odd centres (1, 1, 1) and (1, 1, −1), and surrounds W. The others are its images under the symmetry of the lattice.

Put k = W + q with q = (x, y, z), and define δ = kF² − 5/4, the depth of the pocket at W. The four squared distances are

G = (0, 0, 0): 5/4 + q² + 2x + y
G = (2, 0, 0): 5/4 + q² − 2x + y
G = (1, 1, 1): 5/4 + q² − y − 2z
G = (1, 1, −1): 5/4 + q² − y + 2z.

All four must be below kF². The stricter condition of each pair gives

q² + 2|x| + y < δ and q² + 2|z| − y < δ.

For small δ, the pocket has a size of order δ, so q² is of order δ² and can be dropped at leading order. At fixed y the cross-section is then a rectangle with |x| < (δ − y)/2 and |z| < (δ + y)/2. Its area is (δ − y)(δ + y), and the volume is

V ≈ ∫_{−δ}^{δ} (δ² − y²) dy = 2δ³ − 2δ³/3 = 4δ³/3.

At y = −δ the rectangle shrinks to a line along x, and at y = δ to a line along z. The pocket is a small tetrahedron. Six of them give

f4 ≈ 6(4δ³/3)/Ω = 8δ³/Ω.

With δ = 0.020696 this is 1.773×10⁻⁵. The cube explains the small volume: δ is already small because the spheres barely pass the corners.

To keep q², complete the squares in y. The two conditions become

y < −1/2 + √(1/4 + δ − x² − z² − 2|x|),
y > 1/2 − √(1/4 + δ − x² − z² − 2|z|).

Their difference is the height of the pocket above the point (x, z):

h(x, z) = √(1/4 + δ − x² − z² − 2|x|) + √(1/4 + δ − x² − z² − 2|z|) − 1.

Since h is even in x and in z, the volume is four times the integral of h over the part of the quadrant x, z ≥ 0 where h > 0. Numerical integration gives V = 1.1355×10⁻⁵, and random sampling of the original sphere conditions gives 1.1342×10⁻⁵. Then

f4 = 6 × 1.1355×10⁻⁵/4 = 1.703×10⁻⁵.

The leading estimate is 4 per cent larger than this. The direction is as expected, because dropping the positive term q² loosens both conditions.

The remaining fractions follow:

f3 = 0.028766 − 2f4 = 0.02873,
f2 = 0.5 − f3 − f4 = 0.47125.

The final design therefore uses the grid for a general picture and as a check on the large volumes, and a local integral for the pocket. At N = 160 the grid gives f2 = 0.471258 and f3 = 0.028709, in agreement with these values to within 3×10⁻⁵ of the zone volume. Its f4 is still about 31 per cent too small. The grid value of f4 converges slowly and erratically: it is 2.01×10⁻⁵ at N = 161 and 1.67×10⁻⁵ at N = 640.

**Reading the result**

Take a model crystal with a = 4 Å, a round value not assigned to any material. Then E0 = 9.4008 eV. The Fermi radius is 1.12725 × 2π/(4 Å) = 1.771 Å⁻¹, and the Fermi energy is 1.27070 × 9.4008 eV = 11.95 eV. The volumes, in (2π/a)³, and electron numbers per atom are:

Band 1: volume 4, electrons 2
Band 2: volume 1.8850, electrons 0.9425
Band 3: volume 0.1149, electrons 0.0575
Band 4: volume 6.81×10⁻⁵, electrons 3.41×10⁻⁵

The last three electron numbers add up to one. The fractions, and hence the electron numbers, do not depend on a; the lattice constant sets only the physical scale.

The counts at symmetry points show where the electrons sit. The zone centre Γ lies in one sphere, so band 2 is empty there. The face centres X = (1, 0, 0) and L = (1/2, 1/2, 1/2) lie in two. The edge midpoint K = (3/4, 3/4, 0) lies in three, and W in four. More generally, a point on a zone edge is equally far from three lattice points, at a distance of at most √5/2 < kF. Band 3 is therefore occupied along every edge, and its electrons form a thin network around the edges.

Band 2 is better described by what is missing. A point on a zone face is equally far from two lattice points, at a distance of at most √5/2 < kF, so band 2 is occupied over the whole zone boundary and its empty states form a closed region around Γ. The band contains 2(1 − f2) = 1.0575 holes per atom. From the sum rule,

2(1 − f2) = 1 + 2f3 + 2f4,

so the holes exceed the electrons in bands 3 and 4 by exactly one per atom. This balance rests on a full band 1 and an empty band 5, and not on the precise value of f3.

**When a lattice potential matters**

The volumes above belong to free electrons. The zone corners are the most delicate part, since four levels meet at W just below the Fermi energy. The fourth-band pocket sits there: its depth is 0.0207E0, or 0.195 eV, against a Fermi energy of 11.95 eV. A weak potential can be tried on it by keeping only the four plane waves that meet at W. Let waves of opposite parity be coupled by a real Fourier component U of the potential, those of equal parity be uncoupled, and the Fermi energy stay fixed.

Use a trial vector with amplitudes (1, 1, s, s)/2, where s is the sign of U and the even centres come first. The four diagonal energies average to 5/4 + q², because the terms linear in x, y and z cancel. Each of the four opposite-parity pairs contributes 2 × |U|/4 to the expectation value, which makes 2|U| in all. The highest of the four levels cannot lie below the expectation value of any normalized vector, so

E_top(q) ≥ 5/4 + q² + 2|U|/E0.

At q = 0 all diagonal energies are equal and the trial vector is an eigenvector. The coupling has eigenvalues 2U, −2U, 0 and 0, so equality holds there. The lowest point of the top level is thus at W, and the pocket disappears when

2|U| ≥ δE0.

For this model the limit is |U| = 0.097 eV, less than one per cent of the Fermi energy. Adding more plane waves and letting the Fermi energy adjust moves the top level at W by about 10⁻⁴E0 relative to the Fermi energy, which changes the limit by under one per cent. Leaving the waves of equal parity uncoupled matters much more. If a component U′ couples them, the four levels at W are shifted by U′ + 2U, U′ − 2U, −U′ and −U′. For positive U the limit then becomes 0.065 eV when U′ = U and 0.195 eV when U′ = −U. When U′ − 2|U| exceeds δE0 the third level at W is empty as well, and the band-3 network is cut at the corners. The pocket follows from free-electron geometry, but its presence in a real trivalent metal has to be decided by a calculation with that metal's potential. If it vanishes while band 1 remains full and band 5 empty, bands 2 and 3 must hold the whole electron, since the total number of electrons is unchanged.

As a further check, random sampling of one sphere cut by Bragg planes, with two million points, gives f2 = 0.4723 and f3 = 0.0284, about two standard deviations of the sampling from the values derived above.

Computed values

```
lattice constant a = 4.00 angstrom
electrons per atom Z = 3
zone volume = 4.0000 (2pi/a)^3
Fermi radius kF = 1.12725 (2pi/a)
Fermi radius kF = 1.7707 1/angstrom
energy unit E0 = 9.4008 eV
Fermi energy = 1.27070 E0
Fermi energy = 11.946 eV
distance Gamma-W = 1.11803 (2pi/a)
critical valence for full band 1 = 2.9270
index bound kF/sqrt(2) = 0.7971
twice the Fermi radius = 2.2545 (2pi/a)
spheres containing Gamma = 1
spheres containing X = 2
spheres containing L = 2
spheres containing K = 3
spheres containing W = 4
lens volume, d = sqrt(3): 0.445985 (2pi/a)^3
lens volume, d = 2: 0.110375 (2pi/a)^3
pair sum f2+2f3+3f4 = 0.528766
pocket depth delta = 0.020696 E0
pocket depth = 0.1946 eV
inequivalent W pockets = 6
one pocket volume = 1.1355e-05 (2pi/a)^3
same, random sampling = 1.1342e-05 (2pi/a)^3
leading estimate of f4 = 1.7730e-05
band 1: fraction 1.0000e+00, volume 4.0000e+00 (2pi/a)^3
band 2: fraction 4.7125e-01, volume 1.8850e+00 (2pi/a)^3
band 3: fraction 2.8732e-02, volume 1.1493e-01 (2pi/a)^3
band 4: fraction 1.7033e-05, volume 6.8132e-05 (2pi/a)^3
band 1: electrons per atom = 2.0000e+00
band 2: electrons per atom = 9.4250e-01
band 3: electrons per atom = 5.7465e-02
band 4: electrons per atom = 3.4066e-05
holes in band 2 = 1.05750 per atom
grid 20^3: f2 0.470250, f3 0.025500, f4 0.000e+00
grid 40^3: f2 0.472219, f3 0.027844, f4 0.000e+00
grid 80^3: f2 0.470988, f3 0.028758, f4 2.344e-05
grid 160^3: f2 0.471258, f3 0.028709, f4 1.172e-05
grid 20^3: electrons in bands 2-4 = 0.991500
grid 40^3: electrons in bands 2-4 = 1.000125
grid 80^3: electrons in bands 2-4 = 0.999539
grid 160^3: electrons in bands 2-4 = 0.999958
extended zones: f2 0.47231, f3 0.02844
divalent: Fermi radius = 0.98475 (2pi/a)
divalent: electrons in band 1 = 1.8327
divalent: electrons above band 1 = 0.1669
|U111| removing the pocket = 0.0973 eV
```
